\section*{Why the static limit fails for two heavy particles}

\section{What dimensional analysis already says}

Two slow particles attract each other through an instantaneous potential
\begin{equation}
V(r)=-\frac{g\,e^{-\lambda r}}{r},\qquad V(\mathbf q)=-\frac{4\pi g}{q^2+\lambda^2},
\label{eq:V}
\end{equation}
where the screening $\lambda$ keeps the infrared finite. Hartree atomic units are used, so $\hbar=1$. Since $g/r$ is an energy, and an energy is a velocity times a momentum, $g$ has the dimension of a velocity.

Let $T_1$ be the scattering amplitude with one exchange and $T_2$ the amplitude with two. Their ratio is dimensionless and proportional to $g$, so $g$ must be divided by a velocity. In the centre-of-mass frame, with momenta $\pm\mathbf p$ and reduced mass $\mu$, nonrelativistic dynamics offers $v=p/\mu$, the relative velocity. Hence
\begin{equation}
\frac{T_2}{T_1}=\frac{g}{v}\,h\!\left(\frac{\lambda}{p},\theta\right),
\label{eq:dim}
\end{equation}
with $\theta$ the scattering angle. At fixed momenta the ratio grows in proportion to $\mu$. A theory in which both masses are infinite from the start has instantaneous exchange and no velocity at all. It cannot give a finite nonzero ratio, and the energy integral of the box diagram shows how it fails.

\section{The pinch and its removal}

The convention is that $-iT$ equals the sum of diagrams, with a factor $-iV$ per exchange. The external energies are $E_i=p^2/2m_i$, with $E=E_1+E_2=p^2/2\mu$. Inside the loop the particles carry momenta $\pm\mathbf k$ and energies $E_1+k_0$ and $E_2-k_0$. Define
\begin{equation}
a=E_1-\frac{k^2}{2m_1},\qquad b=E_2-\frac{k^2}{2m_2},\qquad a+b=E-\frac{k^2}{2\mu}.
\end{equation}
The potential does not depend on $k_0$, so the energy integral contains the two matter propagators alone:
\begin{equation}
I=\int\frac{dk_0}{2\pi}\,\frac{i}{a+k_0+i\eta}\,\frac{i}{b-k_0+i\eta}.
\end{equation}
The first pole, $k_0=-a-i\eta$, lies below the real axis; the second, $k_0=b+i\eta$, lies above it. Because $i^2=-1$ and $b-k_0+i\eta=-(k_0-b-i\eta)$, the integrand is $+1/[(a+k_0+i\eta)(k_0-b-i\eta)]$. Closing the contour above gives $2\pi i/2\pi$ times the residue at $k_0=b+i\eta$:
\begin{equation}
I=\frac{i}{a+b+2i\eta}.
\label{eq:I}
\end{equation}

In the static limit $a=b=0$. The poles sit at $\mp i\eta$, directly below and above the origin, and the contour must pass between them. It cannot be moved away from either without crossing the other. This is the pinch, and Eq.~\eqref{eq:I} becomes
\begin{equation}
I_{\rm static}=\frac{1}{2\eta}\longrightarrow\infty .
\end{equation}
In the crossed box the second particle carries $+k_0$ instead. Both static poles then lie below the axis, and closing the contour above gives zero.

With kinetic energies the poles are displaced sideways by $a+b$, and the contour can pass above one and below the other. Inserting Eq.~\eqref{eq:I} in the diagram gives $-iT_2=\int(-iV)(-iV)\,I$, or
\begin{equation}
T_2=\int\!\frac{d^3k}{(2\pi)^3}\,\frac{V(\mathbf p'-\mathbf k)\,V(\mathbf k-\mathbf p)}{E-k^2/2\mu+i0}.
\label{eq:T2}
\end{equation}
The poles still meet at $k=p$, but this is now a surface inside a momentum integral, where
\begin{equation}
\frac{1}{E-k^2/2\mu+i0}=\mathcal P\frac{1}{E-k^2/2\mu}-i\pi\,\frac{\mu}{p}\,\delta(k-p).
\end{equation}
The factor $\mu/p=1/v$ comes from the slope of the kinetic energy at $k=p$. What was a divergence has become an inverse velocity.

As an example take $m_1=8$, $m_2=24$, $g=1$, $\lambda=1$ and $p=24$. Then $\mu=8\cdot24/32=6$, $v=24/6=4$ and $E=576/12=48$ hartree. At $k=30$,
\begin{equation}
a=36-56.25=-20.25,\qquad b=12-18.75=-6.75,
\end{equation}
so $a+b=-27$ hartree. As $\eta$ falls from $0.1$ to $0.001$ hartree, the static integral rises from 5 to 500 hartree$^{-1}$, while the kinetic one settles at $-0.0370\,i$ hartree$^{-1}$.

\section{Retardation does not remove the pinch}

A real photon propagator depends on $k_0$ and adds its own poles. Consider two exchanges with the same photon energy $\omega=cq$, and compare each with its instantaneous value. The integrand acquires the factor $\omega^4/(\omega^2-k_0^2-i0)^2$. Choose $a=b=-\varepsilon/2$ with $\varepsilon>0$. All poles then lie in the second and fourth quadrants, and the contour may be rotated to $k_0=iw$:
\begin{equation}
I_{\rm box}=-i\!\int\!\frac{dw}{2\pi}\,\frac{F(w)}{w^2+\varepsilon^2/4},\qquad F=\frac{\omega^4}{(w^2+\omega^2)^2}.
\end{equation}
Setting $F=1$ gives $-i/\varepsilon$, the instantaneous result. The remainder is finite for $\varepsilon\to0$:
\begin{align}
\int\!\frac{dw}{2\pi}\frac{F-1}{w^2}
&=-\int\!\frac{dw}{2\pi}\frac{w^2+2\omega^2}{(w^2+\omega^2)^2}\nonumber\\
&=-\frac{1}{2\pi}\left(\frac{\pi}{2\omega}+\frac{\pi}{\omega}\right)=-\frac{3}{4\omega}.
\end{align}
The crossed box has $(iw-\varepsilon/2)^2$ in the denominator. Its $F=1$ part vanishes, and since $(iw)^2=-w^2$ the rest has the opposite sign. To leading orders,
\begin{equation}
I_{\rm box}=-i\left[\frac1\varepsilon-\frac{3}{4\omega}\right],\qquad
I_{\rm crossed}=-i\,\frac{3}{4\omega}.
\end{equation}
For $\omega=1$ hartree and $\varepsilon=0.01$ hartree (the program and its output label this case $q=1$ a.u., which would be right only in units with $c=1$; here $q=\omega/c=0.0073$ a.u.), the brackets are 99.255 and 0.740, with sum 99.995 hartree$^{-1}$. The photon poles produce no pinch, and their finite parts cancel in the static limit. The iterated potential is left. With $\varepsilon\sim\mu v^2$ and $\omega\sim c\mu v$, each finite part is of relative order $\varepsilon/\omega\sim v/c$. This estimate is for fixed, equal photon momenta and charge couplings; it is not a full treatment of radiation.

\section{How large the enhancement is}

For forward scattering Eq.~\eqref{eq:T2} can be done in closed form. The two Fourier transforms needed are
\begin{align}
\frac{1}{(q^2+\lambda^2)^2}&=\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}\,\frac{e^{-\lambda r}}{8\pi\lambda},\\
\int\!\frac{d^3k}{(2\pi)^3}\frac{e^{-i\mathbf k\cdot\mathbf r}}{p^2-k^2+i0}&=-\frac{e^{ipr}}{4\pi r}.
\end{align}
The first follows by applying $-(1/2\lambda)\,d/d\lambda$ to the transform pair $1/(q^2+\lambda^2)$ and $e^{-\lambda r}/4\pi r$. With $\mathbf q=\mathbf k-\mathbf p$ a factor $e^{i\mathbf p\cdot\mathbf r}$ remains, whose angular integral is $4\pi\sin(pr)/(pr)$. The prefactor is $(4\pi g)^2\,2\mu=32\pi^2g^2\mu$, so
\begin{align}
T_2&=-\frac{32\pi^2g^2\mu}{8\pi\lambda p}\int_0^\infty\!dr\,e^{-\lambda r+ipr}\sin(pr)\nonumber\\
&=-\frac{4\pi g^2\mu}{\lambda p}\,\frac{1}{2i}\left[\frac{1}{\lambda-2ip}-\frac1\lambda\right]
=-\frac{4\pi g^2\mu}{\lambda^2(\lambda-2ip)}.
\end{align}
Dividing by $T_1=V(0)=-4\pi g/\lambda^2$,
\begin{equation}
\frac{T_2}{T_1}=\frac{g\mu}{\lambda-2ip}\;\longrightarrow\;
\begin{cases}
\dfrac{ig}{2v}, & p\gg\lambda,\\[2mm]
\dfrac{g\mu}{\lambda}, & p\ll\lambda.
\end{cases}
\label{eq:ratio}
\end{equation}
This has the form of Eq.~\eqref{eq:dim}. The growth as $1/v$ stops when $p$ falls below $\lambda$, but the growth with $\mu$ does not.

In the example the ratio is $6/(1-48i)=6(1+48i)/2305=0.0026+0.1249\,i$, and direct quadrature over $k$ agrees to the six decimals printed. Its modulus, 0.125, is $g/(2v)$. The finite parts found in the previous section, which have no pinch, scale as $g/c=0.0073$, and the box is $c/(2v)=17$ times this scale. The scale is only a yardstick. Integrating $V(\mathbf q)^2\,3/(4cq)$ over the loop momentum and dividing by $|T_1|$ gives $3g/(4\pi c)=0.0017$ for one finite part, about 72 times smaller than the box, and the box and crossed finite parts cancel at this order.

Multiplying both masses by 10 and by 100 at the same $p$ raises the modulus to 1.25 and 12.5. Those values signal that the expansion in exchanges has failed; they do not predict the amplitude. If $m_2$ alone becomes infinite, $\mu\to m_1=8$ and the modulus is 0.167. One static particle is harmless, because its partner's kinetic energy keeps the poles apart.

\section{Why: a static pair never separates}

Two infinitely heavy particles at separation $r$ stay there. Their amplitude after time $T$ is $e^{-iV(r)T}$, and the ratio of its second-order to its first-order term is
\begin{equation}
\frac{(-iVT)^2/2}{-iVT}=-\frac{i}{2}\,VT,
\end{equation}
which grows without limit. The factor $1/(2\eta)$ is this unlimited time seen in the energy integral. A moving pair interacts for a time of order $r/v$. With $V\sim-g/r$ the ratio becomes about $ig/(2v)$.

For $p\gg\lambda$ this can be made quantitative with a straight path at impact parameter $s$. The accumulated phase is
\begin{equation}
\chi(s)=-\frac1v\int_{-\infty}^{\infty}\!dz\,V\!\left(\sqrt{s^2+z^2}\right)=\frac{2g}{v}K_0(\lambda s),
\end{equation}
with $K_0$ the modified Bessel function. The forward amplitude is proportional to $\int d^2s\,(e^{i\chi}-1)$. Using $\int_0^\infty xK_0\,dx=1$ and $\int_0^\infty xK_0^2\,dx=\tfrac12$,
\begin{equation}
\frac{T_2}{T_1}=\frac{i}{2}\,\frac{\int d^2s\,\chi^2}{\int d^2s\,\chi}
=\frac i2\cdot\frac{2g}{v}\cdot\frac12=\frac{ig}{2v}.
\end{equation}
Numerical integration of the phase gives $0.125\,i$. The small real part in Eq.~\eqref{eq:ratio} is absent because the straight path neglects terms of relative order $\lambda/p$.

\section{A rate that feels the enhancement}

The forward ratio is nearly imaginary, so at first order in $g$ it hardly changes $|T_1+T_2|^2$. A process that creates or destroys the pair at a point responds more directly. Let its amplitude without exchange be 1. One exchange before the contact adds
\begin{align}
A_1&=\int d^3r\left(-\frac{\mu e^{ipr}}{2\pi r}\right)\left(-\frac{g e^{-\lambda r}}{r}\right)e^{i\mathbf p\cdot\mathbf r}\nonumber\\
&=\frac{2g\mu}{p}\int_0^\infty\!\frac{dr}{r}\,e^{-\lambda r}e^{ipr}\sin(pr)\nonumber\\
&=\frac{g}{v}\left[\arctan\frac{2p}{\lambda}+\frac i2\ln\!\left(1+\frac{4p^2}{\lambda^2}\right)\right].
\end{align}
The last line uses $\cos x\sin x=\tfrac12\sin2x$ and $\sin^2x=\tfrac12(1-\cos2x)$, together with the integrals $\int_0^\infty dr\,e^{-\lambda r}\sin(\beta r)/r=\arctan(\beta/\lambda)$ and $\int_0^\infty dr\,e^{-\lambda r}(1-\cos\beta r)/r=\tfrac12\ln(1+\beta^2/\lambda^2)$ at $\beta=2p$. The logarithm is a phase that grows as the screening is removed; it drops out of the rate at first order. To first order in $g$, the rate relative to no exchange is
\begin{equation}
1+2\,{\rm Re}\,A_1=1+\frac{2g}{v}\arctan\frac{2p}{\lambda}\;\longrightarrow\;1+\frac{\pi g}{v}\qquad(\lambda\to0).
\end{equation}
Here $A_1=0.3875+0.9679\,i$, and the first-order rate factor is $1+2(0.3875)=1.775$. The term $|A_1|^2=1.09$ is not small, but it is of second order in $g$ and cannot be kept without the two-exchange amplitude, which contributes at the same order. The radial Schr\"odinger equation, which contains all exchanges of this potential, gives 1.974. In this example the first-order factor is therefore 10\% below the full one. For weak coupling the slope in $g$ from the same equation is 0.7750, in agreement with the one-exchange formula.

\section{What to do about it}

The remedy is to count powers with the scales of the pair. Loop momenta are of order $\mu v$ and loop energies of order $\mu v^2$. If $\lambda$ is also of order $\mu v$, the box and the tree are then of order
\begin{equation}
T_2\sim(\mu v)^3\,\frac{g^2}{(\mu v)^4}\,\frac{1}{\mu v^2}=\frac{g^2}{\mu^2v^3},\qquad
T_1\sim\frac{g}{(\mu v)^2},
\end{equation}
with ratio $g/v$. Weaker screening adds a logarithm away from the forward direction: for momentum transfer $q=|\mathbf p'-\mathbf p|\gg\lambda$ the ratio is close to $(2ig/v)\ln(q/\lambda)$. In the example at $90^\circ$ this is $1.76\,i$, much larger than the forward value. The logarithm is a phase, the first term of $e^{(2ig/v)\ln(q/\lambda)}$. The amplitude with all exchanges has phase 1.76 there and $|T/T_1|^2=1.02$, whereas stopping at two exchanges would give $|1+T_2/T_1|^2=4.1$. Since $k_0$ and $k^2/2m_i$ have the same size for comparable masses, both belong in the leading Lagrangian:
\begin{equation}
\mathcal L_0=\sum_{i=1,2}\psi_i^\dagger\left(i\partial_t+\frac{\nabla^2}{2m_i}\right)\psi_i+\text{potential}.
\end{equation}
Treating $\nabla^2/2m_i$ as a perturbation on static propagators, with the external kinetic energies expanded in the same way, would bring the pinch back, since every term would then be built on poles at $\mp i\eta$.

When the logarithm above makes up for a small $g/v$, its phase must be kept to all orders, although the cross section stays close to the one-exchange value. Apart from that phase, a few exchanges suffice for $g/v\ll1$. In a bound state they do not. Take $\lambda=0$ and the ground state $\psi(r)\propto e^{-\kappa r}$, with $\kappa=\mu g$ and $E=-\kappa^2/2\mu$. Its typical velocity is $\kappa/\mu=g$, so $g/v$ is of order one. In momentum space
\begin{equation}
\psi=\frac{8\pi\kappa}{(k^2+\kappa^2)^2},\qquad V\psi=-\frac{4\pi g}{k^2+\kappa^2},\qquad G_0=-\frac{2\mu}{k^2+\kappa^2},
\end{equation}
where $G_0=1/(E-k^2/2\mu)$ and $V\psi$ is the transform of $-(g/r)e^{-\kappa r}$. Therefore
\begin{equation}
G_0V\psi=\frac{8\pi g\mu}{(k^2+\kappa^2)^2}=\psi .
\end{equation}
One more exchange reproduces the wave function with no suppression, which quadrature confirms at $k=\kappa/2$, $\kappa$ and $2\kappa$. The ladder of exchanges must be summed, and solving the Schr\"odinger equation does so. Spin, relativistic and radiative terms are left out here; when both $v$ and $g$ are small compared with $c$, the usual course is to add them as perturbations on its solutions.

\section*{Calculated quantities}
\begin{verbatim}
masses m1, m2, reduced mass: 8, 24, 6 m_e
coupling g = 1, screening lam = 1 1/bohr
momentum p = 24 a.u., velocity v = 4 a.u., E = 48 hartree
speed of light c = 137.036 a.u., g/c = 0.007297, c/v = 34.26
loop momentum k = 30 a.u.: a = -20.25, b = -6.75 hartree
E - k^2/(2 mu) = -27.00 hartree, its inverse = -0.037037 1/hartree
eta = 0.100 hartree: static box integral = 5.000 1/hartree
   with kinetic terms: imaginary part = -0.037035 1/hartree
eta = 0.010 hartree: static box integral = 50.000 1/hartree
   with kinetic terms: imaginary part = -0.037037 1/hartree
eta = 0.001 hartree: static box integral = 500.000 1/hartree
   with kinetic terms: imaginary part = -0.037037 1/hartree
retarded, q = 1 a.u., eps = 0.10 hartree: box = 9.2971, crossed = 0.6587, sum = 9.9557 1/hartree
retarded, q = 1 a.u., eps = 0.01 hartree: box = 99.2550, crossed = 0.7401, sum = 99.9951 1/hartree
box/tree, quadrature:  0.002603 + 0.124946 i
box/tree, closed form: 0.002603 + 0.124946 i
g/(2v) = 0.125000; |box/tree| / (g/c) = 17.13
v = 2 a.u., same masses: |box/tree| = 0.249783
v = 4 a.u., same masses: |box/tree| = 0.124973
v = 8 a.u., same masses: |box/tree| = 0.062497
both masses x 1, same p: v = 4.00 a.u., |box/tree| = 0.1250
both masses x 10, same p: v = 0.40 a.u., |box/tree| = 1.2497
both masses x 100, same p: v = 0.04 a.u., |box/tree| = 12.4973
only m2 infinite, same p: |box/tree| = 0.1666
crossing time 1/(lam v) = 0.250 a.u. of time
straight-path second/first order = 0.125000 i
vertex correction = 0.38749 + 0.96785 i
contact-rate slope in g: radial equation 0.77499, one exchange 0.77498
unscreened limit of the slope, pi/v = 0.78540
contact rate at g = 1: one exchange 1.7750, all exchanges 1.9744
bound state, k = 0.5 mu g: G0 V psi / psi = 1.000000
bound state, k = 1.0 mu g: G0 V psi / psi = 1.000000
bound state, k = 2.0 mu g: G0 V psi / psi = 1.000000
\end{verbatim}
